\section*{Trap Number and Step Size from Threshold-Shift Statistics}

\section{Problem}

Many nominally equal n-channel transistors with a two-dimensional channel are stressed in the same way. For each one the threshold voltage is read before and after stress, and the difference $V$ is recorded. It is positive when electrons have been trapped in the gate oxide. Across the devices the shift has mean $m=40$ mV and standard deviation $s=20$ mV.

Assume that the number $n$ of traps charged at the second reading is Poisson distributed with mean $N$, that each charged trap adds a positive step $X$ to the shift, and that the steps are exponentially distributed with mean $\eta$. The steps are independent of one another and of $n$.

\begin{enumerate}
\item[(a)] Find $\eta$ and $N$, treating $m$ and $s$ as the true population values.
\item[(b)] Find the full distribution of $V$. How likely is a shift above 100 mV, and what would a Gaussian with the same $m$ and $s$ give? Which further moment can test the model?
\item[(c)] Suppose instead that $m$ and $s$ were estimated from $M=100$ devices. How uncertain are $\eta$ and $N$?
\item[(d)] Is the inferred step plausible for a gate of $50\times40$ nm$^2$ with an equivalent oxide thickness of 2 nm? Does repulsion between trapped electrons spoil the Poisson assumption?
\end{enumerate}

\section{Hints}

\textbf{For (a).} Hold $n$ fixed first and find the mean of $V$ and of $V^2$. Then average over $n$. Two sources of spread appear: unequal steps and unequal counts. The ratio $s^2/m$ does not contain $N$.

\textbf{For (b).} A sum of $n$ exponential steps has a gamma density. Devices without a charged trap need separate treatment. For the moments, the logarithm of $\langle e^{tV}\rangle$ is simpler than the density.

\textbf{For (c).} The sample mean and sample variance of a skewed distribution are correlated. Work with relative errors, to first order.

\textbf{For (d).} Compare $\eta$ with the shift caused by one electron spread evenly over the gate area. For the repulsion, ask how far one trapped electron lifts the other trap levels above the Fermi level when the gate voltage is fixed.

\section{Solution}

\subsection{(a) Step and number}

The step density is $e^{-x/\eta}/\eta$ for $x>0$. With $\int_0^\infty y^k e^{-y}\,dy=k!$ and $x=\eta y$,
\begin{equation}
\langle X\rangle=\eta,\qquad \langle X^2\rangle=2\eta^2,\qquad
\mathrm{Var}\,X=2\eta^2-\eta^2=\eta^2 .
\end{equation}
For fixed $n$ the shift is $V=X_1+\dots+X_n$. Its square contains $n$ terms $X_i^2$ and $n(n-1)$ products of different, independent steps, so
\begin{equation}
\langle V\rangle_n=n\eta,\qquad
\langle V^2\rangle_n=2n\eta^2+n(n-1)\eta^2=(n^2+n)\eta^2 .
\end{equation}
For the Poisson weights $P_n=e^{-N}N^n/n!$, cancelling factors against the factorial gives $\langle n\rangle=N$ and $\langle n(n-1)\rangle=N^2$. Hence $\langle n^2\rangle=N^2+N$ and $\mathrm{Var}\,n=N$. Averaging over $n$,
\begin{align}
m&=N\eta, \label{eq:mean}\\
s^2&=(N^2+2N)\eta^2-N^2\eta^2=2N\eta^2. \label{eq:var}
\end{align}
One half of the variance, $N\,\mathrm{Var}\,X=N\eta^2$, comes from the unequal steps. The other half, $\eta^2\,\mathrm{Var}\,n=N\eta^2$, comes from the unequal counts. Dividing (\ref{eq:var}) by (\ref{eq:mean}) removes $N$:
\begin{equation}
\eta=\frac{s^2}{2m},\qquad N=\frac{m}{\eta}=\frac{2m^2}{s^2}. \label{eq:answer}
\end{equation}
The numbers are
\begin{equation}
\eta=\frac{400\ \mathrm{mV}^2}{2\times40\ \mathrm{mV}}=5\ \mathrm{mV},\qquad
N=\frac{40\ \mathrm{mV}}{5\ \mathrm{mV}}=8 .
\end{equation}
Substituting back, $8\times5=40$ mV and $2\times8\times25=400$ mV$^2$, with 200 mV$^2$ from each source of spread.

The relative spread is $s/m=\sqrt{2/N}$. A narrow distribution therefore means many small steps and a broad one means few large steps. Since (\ref{eq:answer}) solves the two equations uniquely, some pair $(\eta,N)$ fits any positive $m$ and $s$. A successful fit of two moments is thus no evidence for the model.

The number $N$ counts traps still charged at readout. Suppose that $N_0$ traps were charged on average during stress, with Poisson counts, and that each survives independently until readout with the same probability $p$, whatever the size of its step. The generating function $\langle z^n\rangle=e^{N_0(z-1)}$ then has $z$ replaced by $1-p+pz$, because a trap contributes a factor $z$ if it survives and 1 if not. The result, $e^{pN_0(z-1)}$, is again Poisson, with mean $N=pN_0$. Such losses leave the method valid, but $N$ is then smaller than the number charged under stress.

\subsection{(b) Distribution, tail and a third moment}

Let $f_n$ be the density of the sum of $n\ge1$ steps. The claim is
\begin{equation}
f_n(v)=\frac{v^{n-1}e^{-v/\eta}}{\eta^n(n-1)!},\qquad v>0 .
\end{equation}
It holds for $n=1$. Adding one more step gives
\begin{equation}
f_{n+1}(v)=\int_0^v f_n(w)\,\frac{e^{-(v-w)/\eta}}{\eta}\,dw
=\frac{e^{-v/\eta}}{\eta^{n+1}(n-1)!}\int_0^v w^{n-1}dw
=\frac{v^n e^{-v/\eta}}{\eta^{n+1}n!},
\end{equation}
which is the same form with $n$ raised by one. A device with $n=0$ has no shift, so the distribution has a finite weight $e^{-N}$ at $V=0$. For $v>0$ the density is
\begin{equation}
p(v)=\sum_{n=1}^{\infty}P_nf_n(v)
=\frac{e^{-N-v/\eta}}{v}\sum_{n=1}^{\infty}\frac{(Nv/\eta)^n}{n!\,(n-1)!}.
\end{equation}
The modified Bessel function has the series $I_1(z)=\sum_{k\ge0}(z/2)^{2k+1}/[k!(k+1)!]$. With $n=k+1$ and $z=2\sqrt{Nv/\eta}$, the sum above equals $\sqrt{Nv/\eta}\;I_1(z)$. Therefore
\begin{equation}
p(v)=e^{-N-v/\eta}\sqrt{\frac{N}{\eta v}}\;I_1\!\left(2\sqrt{\frac{Nv}{\eta}}\right).
\end{equation}

For $N=8$ the weight at zero is $e^{-8}=3.4\times10^{-4}$. Integrating $p$ above 100 mV, three standard deviations above the mean, gives a probability of $7.7\times10^{-3}$. A simulation of one million devices, with every step drawn separately, gave $7.6\times10^{-3}$. The Gaussian gives $1.35\times10^{-3}$, smaller by a factor of 5.7. It also assigns a probability of 2.3\,\% to negative shifts, which this model forbids. A failure estimate based on $m$ and $s$ alone thus depends strongly on the assumed shape.

For the moments, take $t<1/\eta$, where $\langle e^{tX}\rangle=1/(1-\eta t)$. Independence gives
\begin{equation}
\langle e^{tV}\rangle=\sum_{n=0}^\infty P_n\langle e^{tX}\rangle^n
=\exp\!\left[N\left(\frac{1}{1-\eta t}-1\right)\right].
\end{equation}
For $|\eta t|<1$ the exponent is $N\sum_{k\ge1}\eta^kt^k$. The cumulant $\kappa_k$ is defined as $k!$ times the coefficient of $t^k$ in this exponent, so
\begin{equation}
\kappa_k=k!\,N\eta^k. \label{eq:cum}
\end{equation}
The first two cumulants reproduce $m$ and $s^2$. The third is the third central moment, $\kappa_3=6N\eta^3$. Since $s^4/m=4N\eta^3$, it equals $3s^4/(2m)$, and the skewness is
\begin{equation}
\frac{\kappa_3}{s^3}=\frac{3s}{2m}=0.75 . \label{eq:skew}
\end{equation}
This prediction has no free parameter left. A measured skewness that differs from it by several times its sampling error speaks against the model; agreement supports the model without proving it. For large $N$ the skewness falls as $N^{-1/2}$ and the centre of the distribution approaches a Gaussian. For $N\ll1$ most devices do not shift at all.

\subsection{(c) Uncertainty from a finite sample}

Let $\hat m$ and $\hat s^2$ be the sample mean and variance, with relative errors $a=(\hat m-m)/m$ and $b=(\hat s^2-s^2)/s^2$. To leading order in $1/M$, the sample variance may be taken about the true mean, $\hat s^2\simeq M^{-1}\sum_i(V_i-m)^2$. The fourth central moment is $\kappa_4+3\kappa_2^2$, so the variance of $(V-m)^2$ is $\kappa_4+2\kappa_2^2$. Its covariance with $V$ is $\kappa_3$. With (\ref{eq:cum}),
\begin{align}
\langle a^2\rangle&=\frac{\kappa_2}{Mm^2}=\frac{2}{NM},\\
\langle ab\rangle&=\frac{\kappa_3}{Mms^2}=\frac{6N\eta^3}{M\,N\eta\,2N\eta^2}=\frac{3}{NM},\\
\langle b^2\rangle&\simeq\frac{\kappa_4+2\kappa_2^2}{Ms^4}
=\frac{24N\eta^4+8N^2\eta^4}{4MN^2\eta^4}=\frac1M\left(2+\frac6N\right).
\end{align}
From (\ref{eq:answer}), the relative error of the estimated step is $b-a$ and that of the estimated number is $2a-b$, to first order. Their variances are
\begin{align}
\langle(b-a)^2\rangle&\simeq\frac1M\left(2+\frac6N-\frac6N+\frac2N\right)=\frac1M\left(2+\frac2N\right),\\
\langle(2a-b)^2\rangle&\simeq\frac1M\left(\frac8N-\frac{12}N+2+\frac6N\right)=\frac1M\left(2+\frac2N\right).
\end{align}
The two relative errors are equal in size. For $N=8$ and $M=100$ each is $\sqrt{2.25/100}=15\,\%$. Simulated groups of 100 devices gave a scatter of 14.9\,\% in the logarithm of either estimate.

If the logarithms are taken as normally distributed, an approximate 95\,\% range follows from the factors $e^{\pm1.96\times0.15}$. For a sample that happens to give 5 mV and 8 traps, it is 3.7 to 6.7 mV for the step and 6.0 to 10.7 for the number. The two are not free to vary independently, because their product is the sample mean, whose relative error is only $\sqrt{2/(NM)}=5\,\%$. An overestimated step thus tends to go with an underestimated number. The term 2 in the variance survives for large $N$: even an almost Gaussian distribution needs many devices to fix its variance.

\subsection{(d) Comparison with a device}

Take rough values in the regime of monolayer MoS$_2$ under a high-permittivity oxide: gate area $A=2000$ nm$^2$, equivalent oxide thickness 2 nm, relative permittivity 20, overdrive 0.5 V and temperature 300 K. The channel has a parabolic band with mass 0.5 of the free-electron mass, two valleys and two spin states per valley. The oxide capacitance per area is $C_{\rm ox}=1.73\ \mu$F/cm$^2$. An electron of charge magnitude $q$, spread evenly over the oxide--channel interface, shifts the threshold by
\begin{equation}
\frac{q}{C_{\rm ox}A}=4.6\ \mathrm{mV}.
\end{equation}
The inferred 5 mV is 1.08 times this charge-sheet value, so its size is plausible. The closeness is no confirmation, since the area was chosen freely. The charge-sheet picture gives equal steps for equal trap depths. It sets a scale and does not explain an exponential law. The effective trap density is $N/A=4.0\times10^{11}$ cm$^{-2}$.

\textbf{Repulsion.} Let $\mu$ be the Fermi level measured from the conduction-band edge of the channel, $n_{\rm c}$ the channel electron density and $n_{\rm t}$ the density of electrons trapped at the interface. Apart from a constant, the gate voltage is
\begin{equation}
V_{\rm G}=\frac{\mu}{q}+\frac{q(n_{\rm c}+n_{\rm t})}{C_{\rm ox}} .
\end{equation}
One more trapped electron means $\delta n_{\rm t}=1/A$. Define the quantum capacitance $C_{\rm q}=q^2\,dn_{\rm c}/d\mu$, so that $\delta n_{\rm c}=C_{\rm q}\delta\mu/q^2$. At fixed $V_{\rm G}$,
\begin{equation}
0=\frac{\delta\mu}{q}\left(1+\frac{C_{\rm q}}{C_{\rm ox}}\right)+\frac{q}{C_{\rm ox}A}
\quad\Rightarrow\quad
\delta\mu=-\frac{q^2}{A(C_{\rm ox}+C_{\rm q})}.
\end{equation}
Interface trap levels move with the band edge, so they rise by $|\delta\mu|$ relative to the Fermi level. For the parabolic band with constant density of states $D$ (per area and energy), $n_{\rm c}=DkT\ln(1+e^{\mu/kT})$, and differentiation gives
\begin{equation}
C_{\rm q}=\frac{q^2D}{1+e^{-\mu/kT}}=q^2D\left(1-e^{-n_{\rm c}/DkT}\right).
\end{equation}
The overdrive of 0.5 V gives $n_{\rm c}\simeq C_{\rm ox}\times0.5\ \mathrm{V}/q=5.4\times10^{12}$ cm$^{-2}$. This neglects both the rise of $\mu/q$ above threshold, which lowers the density, and the density already present at threshold, which raises it. Together they lower the density by 4 to 31\,\% for threshold densities from $5\times10^{11}$ down to $10^{10}$ cm$^{-2}$, but they change the ratio $F$ found below by less than 0.03. At the simple estimate of the density $C_{\rm q}$ is 26 $\mu$F/cm$^2$, much larger than $C_{\rm ox}$. Channel electrons therefore screen most of the charge trapped at the interface. The level shift is 0.29 meV, and $u=|\delta\mu|/kT=0.286/25.85=0.011$.

Suppose that there are many trap sites and that most of them are empty. In mean field, and in equilibrium, the ratio of capture to emission is then multiplied by $e^{-u}$ for each filled trap. Balancing the flow between $n$ and $n+1$ filled traps gives $(n+1)p_{n+1}=\lambda e^{-un}p_n$ with a constant $\lambda$, hence
\begin{equation}
p_n\propto\frac{\lambda^n}{n!}\,e^{-un(n-1)/2}.
\end{equation}
Near its maximum, $-\ln p_n$ has curvature of about $1/N+u$, because $\ln n!$ has curvature of about $1/n$. The count variance is the inverse of this, so its ratio to the mean is
\begin{equation}
F=\frac{\mathrm{Var}\,n}{N}\simeq\frac1{1+Nu}=0.92 .
\end{equation}
Direct summation over $p_n$ also gives 0.92. The count part of (\ref{eq:var}) becomes $FN\eta^2$, so $s^2=m\eta(1+F)$. With $F$ kept at its value for $N=8$, the same data then give $\eta=5.2$ mV and $N=7.7$, a change of about 4\,\%. This holds for traps at the interface. Charge deeper in the oxide is screened less well. If all traps lie 2 nm from the channel, the same mean-field treatment, with the oxide on the two sides of the trap plane taken as two capacitors, gives a level shift of 0.9 meV, $F=0.78$, $\eta=5.6$ mV and $N=7.1$, a change of about 12\,\%. Both estimates smear each trapped charge over the gate, so they give only the scale of the effect. The screened pair energy $W(r)$ is concentrated at short range. In the dilute limit $u$ is the area average of $1-e^{-W/kT}$, which for a repulsive $W$ is smaller than the mean-field average of $W/kT$, so the mean field overstates the correction. For point charges with local screening by the channel and a substrate of relative permittivity 3.9, this pair estimate gives $F\approx0.96$ for interface traps and $F\approx0.84$ for traps 2 nm deep. They also require a well-filled channel: for interface traps without screening, $u$ would rise to $4.64/25.85=0.18$ and $Nu$ to 1.4, no longer a small correction.

\textbf{Limits of the comparison.} The chosen gate is far smaller than the micrometre-scale channels of many laboratory devices. At fixed $C_{\rm ox}$ the charge-sheet step falls as $1/A$, so single steps are much smaller there. At the assumed overdrive the oxide field due to the channel charge is 0.49 MV/cm, below the rough breakdown scale of a few MV/cm. The field during stress can be higher, since the stress voltage is not specified. For a rectangular barrier of 2 eV and tunnelling mass 0.2, the direct tunnelling factor through the full 10.3 nm of oxide is about $10^{-29}$. This disregards the voltage drop across the barrier and says nothing about leakage through traps. Real devices can also break the assumptions of equal expected counts and exponential steps; the variations below give examples of how this moves the answer.

\section{Variation 1: equal steps}

\textit{Every charged trap now gives the same step $\eta$, while the counts remain Poisson. What do the same data imply?}

The step variance is zero, so only the count part of the variance remains: $s^2=N\eta^2$. With $m=N\eta$,
\begin{equation}
\eta=\frac{s^2}{m}=10\ \mathrm{mV},\qquad N=\frac{m^2}{s^2}=4 .
\end{equation}
At fixed $m$ and $s$, the step doubles and the number halves. More generally, for a step variance $c^2\eta^2$, the sum of the two parts is $s^2=N\eta^2(c^2+1)$, and
\begin{equation}
\eta=\frac{s^2}{m(1+c^2)} .
\end{equation}
The exponential law is the case $c^2=1$. A step distribution broader than exponential gives a mean step below 5 mV and more than 8 traps.

The third moment separates the two cases. For equal steps $\langle e^{tX}\rangle=e^{\eta t}$, so the exponent in $\langle e^{tV}\rangle$ is $N(e^{\eta t}-1)$ and all cumulants have the form $N\eta^k$. The skewness is $N\eta^3/(N\eta^2)^{3/2}=N^{-1/2}=0.5$, against 0.75 for exponential steps. The sample must be large enough to resolve this difference. With 100 devices the sample skewness scatters by 0.25 to 0.3, as much as the difference itself; with 2000 devices the scatter falls to 0.06 to 0.07.

\section{Variation 2: readout noise and unequal devices}

\textit{(i) Each of the two threshold readings has independent noise of standard deviation $r=3$ mV. (ii) Instead, the expected trap number itself varies between devices with a relative standard deviation $d=20\,\%$. Correct $\eta$ and $N$ in each case, with exponential steps and the same measured $m$ and $s$.}

(i) The shift is a difference of two readings, and independent variances add even in a difference. Noise of zero mean leaves $m$ unchanged, so $s^2=2N\eta^2+2r^2$ and
\begin{equation}
\eta=\frac{s^2-2r^2}{2m}=\frac{400-18}{80}\ \mathrm{mV}=4.8\ \mathrm{mV},\qquad N=\frac m\eta=8.4 .
\end{equation}

(ii) Let a device have expected number $\Lambda$, with mean $N$ and standard deviation $dN$ across devices. At fixed $\Lambda$ the shift has mean $\Lambda\eta$ and variance $2\Lambda\eta^2$. The total variance is the average of the second plus the variance of the first:
\begin{equation}
s^2=2N\eta^2+\eta^2d^2N^2=2m\eta+d^2m^2 .
\end{equation}
Hence
\begin{equation}
\eta=\frac{s^2-d^2m^2}{2m}=\frac{400-64}{80}\ \mathrm{mV}=4.2\ \mathrm{mV},\qquad N=\frac m\eta=9.5 .
\end{equation}
Both effects add variance that does not come from single traps, so ignoring them makes the step too large and the number too small. As $d$ approaches $s/m=0.5$, the inferred step tends to zero and the number grows without limit: the differences between devices then account for the whole spread, and $m$ and $s$ alone no longer determine the step of a single trap.

\section*{Computed values}
\begin{verbatim}
Mean shift: 40.0 mV
Standard deviation of shift: 20.0 mV
Variance of shift: 400.0 mV^2
Variance over mean: 10.00 mV
Inferred mean step: 5.000 mV
Inferred mean trap number: 8.000
Variance from step spread: 200.0 mV^2
Variance from count spread: 200.0 mV^2
Simulated mean, sd: 39.99, 20.00 mV
Probability of zero shift: 3.355e-04
Skewness, formula and quadrature: 0.7500, 0.7500
P(shift > 100 mV), model: 7.680e-03
P(shift > 100 mV), simulation: 7.632e-03
P(shift > 100 mV), Gaussian: 1.350e-03
Tail ratio model/Gaussian: 5.69
P(shift < 0), Gaussian: 0.0228
Equal steps instead: step 10.00 mV, number 4.00
Devices in sample: 100
Relative standard error of each estimate: 15.0 %
Simulated log scatter, step: 14.9 %
Simulated log scatter, number: 14.9 %
Approx. 95 % range of step: 3.73 to 6.71 mV
Approx. 95 % range of number: 5.96 to 10.73
Readout noise per reading: 3.0 mV
Noise-corrected: step 4.775 mV, number 8.377
Relative spread of expected count: 20 %
Spread-corrected: step 4.200 mV, number 9.524
Channel length, width: 50, 40 nm
Gate area: 2000 nm^2
Equivalent oxide thickness: 2.0 nm
Oxide relative permittivity: 20
Physical oxide thickness: 10.26 nm
Oxide capacitance: 1.727 uF/cm^2
Charge-sheet step: 4.640 mV
Inferred step / charge-sheet step: 1.078
Effective trap density: 4.000e+11 cm^-2
Overdrive: 0.50 V
Channel electron density: 5.388e+12 cm^-2
Quantum capacitance: 26.29 uF/cm^2
Thermal energy at 300 K: 25.85 meV
Level shift per filled trap: 0.286 meV
Repulsion u (level shift / kT): 0.01106
Count variance / mean with repulsion: 0.9191
Estimate 1/(1+Nu): 0.9187
Repulsion-corrected: step 5.211 mV, number 7.676
Oxide field from channel charge: 0.487 MV/cm
Tunnelling decay constant: 3.240 nm^-1
log10 of direct tunnelling factor: -28.9
\end{verbatim}
